# Cubic and Force-Only Line Searches with Strong Wolfe Conditions: a numerical check

```python
"""Cubic and force-only line searches, tested on model curves and on CH4.

Result under test: for energies fa, fb and slopes ga, gb at a and b=a+h, the
interpolating cubic has its minimum at a+t*h, with
  z = ga+gb-3(fb-fa)/h,  w = sqrt(z^2-ga*gb),
  t = (w+z-ga)/(gb-ga+2w),  curvature there = 2w/h.
A safeguarded search with this trial point reaches the strong Wolfe conditions
  phi(x) <= phi(0)+c1*x*phi'(0),  |phi'(x)| <= c2*|phi'(0)|.
The secant point a-ga*h/(gb-ga) uses slopes (forces) only.
Units for CH4: hartree and bohr. Slope = -(force . unit direction).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.stats import norm
from pyscf import gto, scf, lib

lib.num_threads(1)
rng = np.random.default_rng(7)
C1, C2 = 1e-4, 0.1


def cubic_data(h, fa, fb, ga, gb):
    z = ga + gb - 3 * (fb - fa) / h
    w = np.sqrt(z * z - ga * gb)
    return (w + z - ga) / (gb - ga + 2 * w), z, w


def wolfe_search(phi, first, c1=C1, c2=C2):
    """Return accepted step, list of trial steps, list of brackets."""
    f0, g0 = phi(0.0)
    low, high = (0.0, f0, g0), None
    x, trials, brackets = first, [], []
    for _ in range(200):
        f, g = phi(x)
        trials.append(x)
        too_high = f > f0 + c1 * x * g0
        if not too_high and abs(g) <= c2 * abs(g0):
            return x, trials, brackets
        if too_high or g >= c1 * g0:
            high = (x, f, g)
        else:
            low = (x, f, g)
        if high is None:
            x *= 2
            continue
        brackets.append((low[0], high[0]))
        h = high[0] - low[0]
        t = 0.5
        if high[2] > 0 or high[1] >= low[1]:
            t = cubic_data(h, low[1], high[1], low[2], high[2])[0]
        x = low[0] + h * min(max(t, 0.1), 0.9)
    raise RuntimeError("Wolfe search did not finish")


def force_search(slope, first, c1=C1, c2=C2):
    """Slope-only search; return accepted step and list of trial steps."""
    g0 = slope(0.0)
    low, high = (0.0, g0), None
    x, trials = first, []
    upper = min(c2, 1 - 2 * c1) * abs(g0)
    for _ in range(200):
        g = slope(x)
        trials.append(x)
        if -c2 * abs(g0) <= g <= upper:
            return x, trials
        if g > 0:
            high = (x, g)
        else:
            low = (x, g)
        if high is None:
            x *= 2
            continue
        t = -low[1] / (high[1] - low[1])
        x = low[0] + (high[0] - low[0]) * min(max(t, 0.1), 0.9)
    raise RuntimeError("force-only search did not finish")


# Cubic minimum against a polynomial obtained by solving the four conditions.
for trial in range(600):
    h = rng.uniform(0.3, 3)
    fa, ga = rng.normal(), -rng.uniform(0.1, 2)
    if trial % 2:
        gb, fb = rng.uniform(0.1, 2), fa + rng.normal()
    else:
        gb, fb = -rng.uniform(0.1, 2), fa + rng.uniform(0, 2)
    matrix = [[0, 0, 0, 1], [h**3, h**2, h, 1],
              [0, 0, 1, 0], [3 * h**2, 2 * h, 1, 0]]
    poly = np.poly1d(np.linalg.solve(matrix, [fa, fb, ga, gb]))
    minima = [r.real for r in np.atleast_1d(poly.deriv().roots)
              if abs(r.imag) < 1e-10 and poly.deriv(2)(r.real) > 0
              and 0 < r.real < h]
    t, z, w = cubic_data(h, fa, fb, ga, gb)
    assert len(minima) == 1 and abs(minima[0] - t * h) < 1e-8
    assert abs(poly.deriv(2)(minima[0]) - 2 * w / h) < 1e-7

# A pure quadratic has zero cubic coefficient; the formula must still work.
quadratic_t = cubic_data(1.0, 0.09, 0.49, -0.6, 1.4)[0]
assert abs(quadratic_t - 0.3) < 1e-12

# Sensitivity of the cubic minimum to each of the four data.
h = 1.3
data = np.array([0.0, -0.1, -1.0, 0.7])
t, z, w = cubic_data(h, *data)
sensitivity = np.array([3 * t * (1 - t) / w, -3 * t * (1 - t) / w,
                        -h * (1 - t) * (1 - 3 * t) / (2 * w),
                        -h * t * (3 * t - 2) / (2 * w)])
for i in range(4):
    shift = np.zeros(4)
    shift[i] = 1e-5
    numeric = h * (cubic_data(h, *(data + shift))[0]
                   - cubic_data(h, *(data - shift))[0]) / 2e-5
    assert abs(numeric - sensitivity[i]) < 1e-7

# Truncation errors on exp(x)-x: minimum at 0, derivatives 2, 3, 4 all one.
h = 0.05
a, b = -0.4 * h, 0.6 * h
ga, gb = np.expm1(a), np.expm1(b)
cubic_error = a + h * cubic_data(h, np.exp(a) - a, np.exp(b) - b, ga, gb)[0]
secant_error = a - ga * h / (gb - ga)
assert abs(cubic_error / (a * b * (-a - b) / 12) - 1) < 0.03
assert abs(secant_error / (a * b / 2) - 1) < 0.03


# Wolfe search on a curve with many wells; each bracket must hold a valid point.
def wavy(x):
    return (0.02 * x**2 - 0.3 * x - 0.3 * np.sin(1.7 * x),
            0.04 * x - 0.3 - 0.51 * np.cos(1.7 * x))


most_trials = 0
for first in (0.01, 0.3, 1.0, 3.0, 10.0, 30.0):
    x, trials, brackets = wolfe_search(wavy, first)
    most_trials = max(most_trials, len(trials))
    f0, g0 = wavy(0.0)
    for left, right in brackets:
        grid = np.linspace(left, right, 20001)[1:-1]
        f, g = wavy(grid)
        valid = (f <= f0 + C1 * grid * g0) & (abs(g) <= C2 * abs(g0))
        assert valid.any()
assert most_trials < 40

# On a quadratic, sufficient decrease is the same as a bound on the slope.
for x in rng.uniform(0.01, 3, 500):
    decrease = 0.5 * (x - 1)**2 <= 0.5 - 0.3 * x
    slope_bound = (x - 1) <= (1 - 2 * 0.3)
    assert decrease == slope_bound

# Slopes alone can accept a maximum that lies above the starting energy.
quartic_slope = np.poly1d([1, -4], False) * np.poly1d([1, -1]) \
    * np.poly1d([1, -5])
quartic = quartic_slope.integ()
false_step, _ = force_search(quartic_slope, 4.0)
assert quartic_slope.deriv()(false_step) < 0
assert quartic(false_step) > quartic(0.0)

# Methane, RHF/6-31G, all bonds stretched, search along the force.
START_BOND, FIRST = 2.4, 1.0
corners = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
start = np.vstack([np.zeros(3), START_BOND * corners / np.sqrt(3)])


def energy_gradient(positions):
    atoms = [(s, tuple(p)) for s, p in zip("CHHHH", positions)]
    mol = gto.M(atom=atoms, unit="Bohr", basis="6-31g", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad = 1e-12, 1e-8
    energy = mf.kernel()
    assert mf.converged
    return energy, mf.nuc_grad_method().kernel()


start_result = energy_gradient(start)
direction = -start_result[1] / np.linalg.norm(start_result[1])
store = {0.0: start_result}


def full(x):
    x = float(x)
    if x not in store:
        store[x] = energy_gradient(start + x * direction)
    return store[x]


def methane(x):
    energy, gradient = full(x)
    return energy, float(np.sum(gradient * direction))


def methane_slope(x):
    return methane(x)[1]


def bond(x):
    p = start + x * direction
    return np.linalg.norm(p[1] - p[0])


f0, g0 = methane(0.0)
f1, g1 = methane(FIRST)
numeric_slope = (methane(FIRST + 0.002)[0]
                 - methane(FIRST - 0.002)[0]) / 0.004
assert abs(numeric_slope - g1) < 1e-5
t, z, w = cubic_data(FIRST, f0, f1, g0, g1)
x_cubic = t * FIRST
x_secant = -g0 * FIRST / (g1 - g0)
f_cubic, g_cubic = methane(x_cubic)
g_secant = methane_slope(x_secant)
x_min = brentq(methane_slope, 0.0, FIRST, xtol=1e-8)
f_min = methane(x_min)[0]
residual = np.max(abs(full(x_min)[1]))
assert residual < 1e-6
assert abs(x_cubic - x_min) < abs(x_secant - x_min)

x_wolfe, wolfe_trials, _ = wolfe_search(methane, FIRST)
x_force, force_trials = force_search(methane_slope, FIRST)
assert methane(x_force)[0] < f0
step = x_wolfe * direction
change = full(x_wolfe)[1] - full(0.0)[1]
step_change = np.sum(step * change)
step_bound = (1 - C2) * x_wolfe * abs(g0)
assert step_change >= step_bound > 0

# Local derivatives from slopes and predicted crossover of the two errors.
d = 0.05
gp, gm = methane_slope(x_min + d), methane_slope(x_min - d)
k = (gp - gm) / (2 * d)
third = (gp - 2 * methane_slope(x_min) + gm) / d**2
SIGMA_E, SIGMA_G = 1e-5, 1e-5
h_cross = (12 * np.sqrt(2) * SIGMA_E / abs(third))**(1 / 3)

rows = []
for factor in (4.0, 1.0, 0.5):
    h = factor * h_cross
    a = x_min - 0.4 * h
    fa, ga = methane(a)
    fb, gb = methane(a + h)
    noise = rng.normal(size=(4, 40000))
    fan, fbn = fa + SIGMA_E * noise[0], fb + SIGMA_E * noise[1]
    gan, gbn = ga + SIGMA_G * noise[2], gb + SIGMA_G * noise[3]
    cubic = a + h * cubic_data(h, fan, fbn, gan, gbn)[0]
    secant = a - gan * h / (gbn - gan)
    t0, _, w0 = cubic_data(h, fa, fb, ga, gb)
    predicted = np.sqrt(
        2 * (3 * t0 * (1 - t0) * SIGMA_E / w0)**2
        + (h * SIGMA_G / (2 * w0))**2
        * (((1 - t0) * (1 - 3 * t0))**2 + (t0 * (3 * t0 - 2))**2))
    assert abs(np.std(cubic) / predicted - 1) < 0.05
    ts = -ga / (gb - ga)
    secant_noise = SIGMA_G * h / (gb - ga) * np.hypot(1 - ts, ts)
    assert abs(np.std(secant) / secant_noise - 1) < 0.05
    rows.append((h, np.sqrt(np.mean((cubic - x_min)**2)),
                 np.sqrt(np.mean((secant - x_min)**2)),
                 predicted, secant_noise))
assert rows[0][1] < rows[0][2]
assert abs(rows[1][1] / rows[1][2] - 1) < 0.10
assert rows[2][1] > rows[2][2]

# Chance that energy noise rejects the exact minimizer from a nearby start.
delta = np.sqrt(2 * SIGMA_E / k)
f_near, g_near = methane(x_min - delta)
noise = SIGMA_E * rng.normal(size=(2, 200000))
rejected = np.mean(f_min + noise[0]
                   > f_near + noise[1] + C1 * delta * g_near)
reject_formula = norm.cdf(-(0.5 - C1) * k * delta**2
                          / (np.sqrt(2) * SIGMA_E))
assert abs(rejected - reject_formula) < 0.01

angstrom = physical_constants["Bohr radius"][0] * 1e10
print("CH4, RHF/6-31G; energies hartree, lengths bohr")
print(f"c1 = {C1:g}, c2 = {C2:g} (no unit)")
print(f"start bond = {START_BOND:.3f} bohr")
print(f"first trial step = {FIRST:.3f} bohr")
print(f"energy at start = {f0:.8f} hartree")
print(f"energy at first trial = {f1:.8f} hartree")
print(f"slope at start = {g0:.8f} hartree/bohr")
print(f"slope at first trial = {g1:.8f} hartree/bohr")
print(f"z = {z:.8f} hartree/bohr")
print(f"w = {w:.8f} hartree/bohr")
print(f"cubic step = {x_cubic:.6f} bohr")
print(f"energy at cubic step = {f_cubic:.8f} hartree")
print(f"slope at cubic step = {g_cubic:.8f} hartree/bohr")
print(f"secant step = {x_secant:.6f} bohr")
print(f"slope at secant step = {g_secant:.8f} hartree/bohr")
print(f"|slope/start slope|, first trial = {abs(g1/g0):.5f}")
print(f"|slope/start slope|, cubic = {abs(g_cubic/g0):.5f}")
print(f"|slope/start slope|, secant = {abs(g_secant/g0):.5f}")
print(f"reference minimum step = {x_min:.6f} bohr")
print(f"reference minimum energy = {f_min:.8f} hartree")
print(f"largest gradient there = {residual:.1e} hartree/bohr")
print(f"cubic step error = {x_cubic-x_min:.6f} bohr")
print(f"secant step error = {x_secant-x_min:.6f} bohr")
print("Wolfe trials (bohr):", " ".join(f"{x:.6f}" for x in wolfe_trials))
print("force trials (bohr):", " ".join(f"{x:.6f}" for x in force_trials))
print(f"bond after Wolfe search = {bond(x_wolfe):.5f} bohr")
print(f"bond after force search = {bond(x_force):.5f} bohr")
print(f"bond at minimum = {bond(x_min):.5f} bohr"
      f" = {bond(x_min)*angstrom:.5f} angstrom")
print(f"s.y = {step_change:.6f}, bound = {step_bound:.6f} hartree")
print(f"curvature k = {k:.5f} hartree/bohr^2")
print(f"third derivative = {third:.5f} hartree/bohr^3")
print(f"energy noise = {SIGMA_E:.1e} hartree")
print(f"slope noise = {SIGMA_G:.1e} hartree/bohr")
print(f"crossover width = {h_cross:.5f} bohr")
for h, rc, rs, pc, ps in rows:
    print(f"width {h:.5f}: rms error cubic {rc:.3e}, secant {rs:.3e} bohr")
    print(f"  predicted noise part: cubic {pc:.3e}, secant {ps:.3e} bohr")
print(f"near-start distance = {delta:.6f} bohr")
print(f"slope at near start = {g_near:.6f} hartree/bohr")
print(f"false rejection: sampled {rejected:.4f},"
      f" formula {reject_formula:.4f}")
print(f"many-well curve, most trials = {most_trials}")
print(f"quartic: false step = {false_step:.3f} (model length)")
print(f"quartic: energy rise = {quartic(false_step)-quartic(0):.4f}"
      " (model energy)")
print("all assertions hold")
```

Output:

```
CH4, RHF/6-31G; energies hartree, lengths bohr
c1 = 0.0001, c2 = 0.1 (no unit)
start bond = 2.400 bohr
first trial step = 1.000 bohr
energy at start = -40.10997271 hartree
energy at first trial = -40.16186087 hartree
slope at start = -0.16844196 hartree/bohr
slope at first trial = 0.13845017 hartree/bohr
z = 0.12567268 hartree/bohr
w = 0.19777372 hartree/bohr
cubic step = 0.700257 bohr
energy at cubic step = -40.18053506 hartree
slope at cubic step = -0.00382431 hartree/bohr
secant step = 0.548864 bohr
slope at secant step = -0.05555674 hartree/bohr
|slope/start slope|, first trial = 0.82195
|slope/start slope|, cubic = 0.02270
|slope/start slope|, secant = 0.32983
reference minimum step = 0.710232 bohr
reference minimum energy = -40.18055418 hartree
largest gradient there = 1.0e-13 hartree/bohr
cubic step error = -0.009975 bohr
secant step error = -0.161369 bohr
Wolfe trials (bohr): 1.000000 0.700257
force trials (bohr): 1.000000 0.548864 0.678053
bond after Wolfe search = 2.04987 bohr
bond after force search = 2.06097 bohr
bond at minimum = 2.04488 bohr = 1.08211 angstrom
s.y = 0.115275, bound = 0.106157 hartree
curvature k = 0.38644 hartree/bohr^2
third derivative = 0.55562 hartree/bohr^3
energy noise = 1.0e-05 hartree
slope noise = 1.0e-05 hartree/bohr
crossover width = 0.06734 bohr
width 0.26938: rms error cubic 2.488e-04, secant 1.230e-02 bohr
  predicted noise part: cubic 1.950e-04, secant 1.825e-05 bohr
width 0.06734: rms error cubic 7.833e-04, secant 7.798e-04 bohr
  predicted noise part: cubic 7.829e-04, secant 1.858e-05 bohr
width 0.03367: rms error cubic 1.538e-03, secant 1.963e-04 bohr
  predicted noise part: cubic 1.566e-03, secant 1.863e-05 bohr
near-start distance = 0.007194 bohr
slope at near start = -0.002764 hartree/bohr
false rejection: sampled 0.2403, formula 0.2398
many-well curve, most trials = 8
quartic: false step = 4.000 (model length)
quartic: energy rise = 2.6667 (model energy)
all assertions hold
```
